# The field of maximum drift velocity in a Marcus hopping chain

## Problem

A carrier of charge magnitude $e$ hops between nearest neighbours of an ordered, infinite chain with site spacing $a$. A uniform field of magnitude $F$ lies along the chain. Each hop follows the Marcus rate with electronic coupling $J$ and reorganization energy $L>0$; neither depends on the field, and the temperature $T$ is fixed.

1. Obtain the drift velocity as a function of the energy drop per forward hop, $D=eFa$.
2. Find the condition for the field that maximizes it, and show that there is one such field.
3. Compare the drop at the maximum with $L$. When is the difference small, and where does it come from?
4. Evaluate the results for $a=1$ nm, $L=0.30$ eV, $J=2$ meV and $T=300$ K, and judge what would survive in a real film.

## Solution

### The hopping rate

"Forward" is the direction in which the field pushes the carrier. Let a classical harmonic coordinate $q$ with force constant $\kappa$ have its minimum at $q=0$ when the carrier is on the initial site, and at $q=d$ when it is on the next one:

$$E_i=\tfrac12\kappa q^2,\qquad E_f=\tfrac12\kappa(q-d)^2-D .$$

The energy gap is

$$U=E_f-E_i=L-D-\kappa d\,q,\qquad L=\tfrac12\kappa d^2 .$$

In thermal equilibrium on the initial site, $q$ is Gaussian with mean zero and variance $kT/\kappa$. Hence $U$ is Gaussian with mean $L-D$ and variance $\kappa^2d^2\,kT/\kappa=2LkT$. For weak coupling the golden rule gives the rate $(2\pi/\hbar)J^2$ times the probability density of $U$ at $U=0$:

$$k_+=k_0\,e^{-(L-D)^2/4LkT},\qquad k_0=\frac{2\pi}{\hbar}\frac{J^2}{\sqrt{4\pi LkT}} .$$

A backward hop climbs by $D$, so $D$ is replaced by $-D$:

$$k_-=k_0\,e^{-(L+D)^2/4LkT}.$$

The difference of the two exponents is $-[(L+D)^2-(L-D)^2]/4LkT=-D/kT$. Thus $k_-/k_+=e^{-D/kT}$, as detailed balance requires.

The derivation assumes a classical coordinate, weak coupling, and a carrier that equilibrates on each site before it leaves. The first assumption was tested with a quantum oscillator of 5 meV carrying all of $L$: for $D=0$, $L$ and $1.5L$ its golden-rule rate, with each sharp spectral line spread evenly over one quantum, differs from the Marcus rate by at most 0.32 %. This tests the size of the rate, not the position of its maximum on the μeV scale, which such an oscillator does shift (see Fast vibrations below).

### The drift velocity

Let $p_n$ be the probability of finding the carrier on site $n$. With one carrier there is no blocking, and

$$\dot p_n=k_+p_{n-1}+k_-p_{n+1}-(k_++k_-)p_n .$$

Multiply by $n$, sum over $n$, and shift the summation index in the first two terms:

$$\frac{d\langle n\rangle}{dt}=k_+\langle n+1\rangle+k_-\langle n-1\rangle-(k_++k_-)\langle n\rangle=k_+-k_- .$$

So $v=a(k_+-k_-)$. Expanding the squares,

$$-\frac{(L\mp D)^2}{4LkT}=-\frac{L}{4kT}\pm\frac{D}{2kT}-\frac{D^2}{4LkT},$$

and the two terms linear in $D$ combine into a hyperbolic sine:

$$v=2ak_0\,e^{-L/4kT}\,e^{-D^2/4LkT}\,\sinh\frac{D}{2kT}.$$

At low field $\sinh(D/2kT)\approx D/2kT$. With $D=eFa$ this gives $v=\mu F$, where

$$\mu=\frac{ea^2k_0}{kT}\,e^{-L/4kT}.$$

### The maximum

For $D>0$ the velocity is positive, so its logarithm may be differentiated:

$$\frac{d\ln v}{dD}=-\frac{D}{2LkT}+\frac{1}{2kT}\coth\frac{D}{2kT}
=\frac{\coth(D/2kT)}{2LkT}\left[L-D\tanh\frac{D}{2kT}\right].$$

The prefactor is positive, so the bracket fixes the sign. Moreover,

$$\frac{d}{dD}\left(D\tanh\frac{D}{2kT}\right)=\tanh\frac{D}{2kT}+\frac{D}{2kT}\,\mathrm{sech}^2\frac{D}{2kT}>0 ,$$

and $D\tanh(D/2kT)$ runs from zero to infinity. It therefore equals $L$ at one value $D_*$. The velocity rises below $D_*$ and falls above it, so this is the single maximum:

$$D_*=L\coth\frac{D_*}{2kT},\qquad F_*=\frac{D_*}{ea}.$$

### Comparison with the reorganization energy

Since $\coth y>1$ for every positive $y$, $D_*>L$ at every temperature $T>0$. To find the excess, use $L=D_*\tanh(D_*/2kT)$ and $1-\tanh(x/2)=2/(e^x+1)$:

$$D_*-L=\frac{2D_*}{e^{D_*/kT}+1}.$$

**Upper bound.** Put $x=D_*/kT$ and $g(x)=2x/(e^x+1)$, the excess in units of $kT$. The sign of $g'$ is that of $e^x+1-xe^x=1-(x-1)e^x$. Because $(x-1)e^x$ increases for $x>0$, from $-1$ to infinity, $g$ has one maximum, where $(x-1)e^x=1$. Dividing by $e$ gives $(x-1)e^{x-1}=1/e$, so $x=1+W(1/e)=1.2785$, where $W$ is the Lambert function, defined by $We^W=z$. At this point $e^x+1=xe^x$, so $g=2e^{-x}=2(x-1)=0.557$. The excess therefore never exceeds $0.557\,kT$. It reaches that value at $L/kT=x-g=0.72$.

**Large $L/kT$.** Write $\ell=L/kT$. From $x=\ell\coth(x/2)$ and $\coth(x/2)=1+2/(e^x-1)$,

$$x-\ell=\frac{2\ell}{e^x-1}<\frac{2\ell}{e^\ell-1},$$

where the inequality follows from $x>\ell$. The right side vanishes for large $\ell$, so $e^x$ may be replaced by $e^\ell$ to leading order:

$$D_*-L\simeq 2L\,e^{-L/kT}\qquad(L\gg kT).$$

**Small $L/kT$.** Now $x$ is small and $x\tanh(x/2)\approx x^2/2$. Hence $D_*\simeq\sqrt{2LkT}$, which is many times $L$.

The drop exceeds $L$ slightly, in proportion to $L$, only when $L$ is several times $kT$:

| $L/kT$ | $D_*/kT$ | $(D_*-L)/L$ |
|---|---|---|
| 0.1 | 0.451 | 3.5 |
| 1 | 1.543 | 0.54 |
| 2 | 2.399 | 0.20 |
| 4 | 4.131 | 0.033 |
| 8 | 8.005 | 0.00067 |

### Where the excess comes from

The slopes of the two rates are

$$\frac{dk_+}{dD}=\frac{L-D}{2LkT}\,k_+,\qquad \frac{dk_-}{dD}=-\frac{L+D}{2LkT}\,k_- .$$

At $D=L$ the forward hop has no activation energy and its rate is stationary. The backward rate is still falling, with slope $-k_-/kT=-(k_0/kT)e^{-L/kT}$. The net rate $k_+-k_-$ therefore still rises with field, and its maximum lies a little higher.

This also gives the size of the shift. For $L\gg kT$ the curvature of the net rate at $D=L$ is nearly that of $k_+$, namely $-k_0/2LkT$. Dividing the remaining slope by the magnitude of the curvature gives $2Le^{-L/kT}$, as before.

### Numbers

At 300 K, $kT=25.85$ meV and $L/kT=11.605$. The excess is

$$D_*-L\approx2(0.30\ \text{eV})\,e^{-11.605}=5.5\times10^{-6}\ \text{eV}=5.5\ \mu\text{eV}.$$

The drop is thus 0.3000055 eV, and

$$F_*=\frac{0.300\ \text{V}}{10^{-7}\ \text{cm}}=3.00\ \text{MV/cm}.$$

The velocity at the maximum is

$$v_*=ak_0\left(1-e^{-D_*/kT}\right)e^{-(D_*-L)^2/4LkT}.$$

Both correction factors are very close to one here. With $k_0=1.223\times10^{11}\ \text{s}^{-1}$,

$$v_*\approx(10^{-7}\ \text{cm})(1.223\times10^{11}\ \text{s}^{-1})=1.22\times10^4\ \text{cm/s}.$$

The low-field mobility is $2.6\times10^{-3}$ cm²/Vs.

The velocity is $5.90\times10^3$ cm/s at $D=L/2$ and $5.92\times10^3$ cm/s at $D=3L/2$. The forward rates at these two drops are equal, because $k_+$ is symmetric about $D=L$. The small difference is the backward rate, which still matters slightly at the lower field. Above the maximum the differential mobility $dv/dF$ is negative, because the forward hop is then in the inverted region of the Marcus rate. That region begins at $D=L$, very slightly below the maximum.

The excess is far too small to be read from a velocity curve. Going from $D=L$ to $D_*$ raises the velocity by about one part in $10^9$, whereas a drop 17.7 meV above $D_*$, or 0.18 MV/cm in field, costs only 1 %. For this example the useful statement is $F_*\approx L/ea$. With $L$ fixed, heating to 350 K raises the excess to 29 μeV, which does not change this conclusion.

### What a real film changes

The parameters are rough values for hole transport in films of small organic molecules. Such films are three-dimensional and disordered, and part of their reorganization energy belongs to fast intramolecular vibrations. Of the changes computed below, each taken alone and with the values given, the fast vibrations move the peak field most; the effect of three-dimensional geometry is not computed.

**Fast vibrations.** Let half of $L$ belong to a vibration of quantum $\hbar\omega=0.17$ eV, much larger than $kT$. Its Huang–Rhys factor is $S=0.15/0.17=0.88$. A hop may leave $m$ quanta in this vibration, with the Poisson weight $e^{-S}S^m/m!$ of a displaced oscillator starting in its ground state. The Gaussian argument above then applies to each channel, with the slow part $L/2$ in place of $L$ and the drop reduced by $m\hbar\omega$:

$$k_+\propto\sum_m e^{-S}\frac{S^m}{m!}\exp\left[-\frac{(L/2+m\hbar\omega-D)^2}{2LkT}\right].$$

The two strongest channels are centred at 0.15 and 0.32 eV and overlap. The golden-rule time integral, which also keeps thermal excitation of the vibration, puts the maximum at $D=0.20$ eV, or 2.0 MV/cm. It is broad: at $D=L$ the velocity is still 94 % of its peak. Its position depends strongly on the values chosen: 40 % or 60 % of $L$ in the vibration gives 0.22 or 0.28 eV, and a quantum of 0.12 or 0.20 eV with half of $L$ gives 0.26 or 0.17 eV. The inequality $D_*>L$ thus belongs to the classical Marcus rate and fails here. It fails for slow quantum modes too. A mode of quantum $\hbar\omega\ll kT$ carrying all of $L$ skews the distribution of the gap and moves the peak by about $-(\hbar\omega)^2/4kT$. This is $-0.24$ meV for the 5 meV oscillator used earlier, and it outweighs the 5.5 μeV excess once $\hbar\omega$ exceeds about 0.75 meV.

**Disorder.** Give the sites independent Gaussian energies of standard deviation 0.06 eV. Let $T_i$ be the mean time to first reach site $i+1$ from site $i$. A backward hop adds $T_{i-1}+T_i$, so $(k_{+,i}+k_{-,i})T_i=1+k_{-,i}(T_{i-1}+T_i)$, or

$$T_i=\frac{1+k_{-,i}T_{i-1}}{k_{+,i}},$$

and $v=a/\overline{T}$, with $\overline T$ the average over sites. Four chains of 50 000 sites give a peak drop of 0.3010 eV with a chain-to-chain spread of 0.0007 eV. For the Marcus rate and this width the peak hardly moves, but its velocity falls to 0.73 of the ordered value.

This result does not carry over to wider disorder or to other rates. The energy difference between neighbours has variance $2\sigma^2$, where $\sigma$ is the standard deviation of the site energies, so for the Marcus rate the mean of $1/k_+$ is finite only for $\sigma<\sqrt{LkT}=0.088$ eV. Beyond that width the slowest hops stop the drift on an infinite chain, whereas in three dimensions a carrier can go around them. This threshold comes from the Gaussian tails of the Marcus rate; with the vibronic rate, thermal excitation included, the mean is still finite at $\sigma=0.10$ eV. Disorder and fast vibrations also do not act independently: with the vibronic rate above, $\sigma=0.06$ eV moves the peak from 0.20 to about 0.27 eV. The peak field of a real film therefore cannot be read from either change alone.

**Longer hops.** Suppose second-neighbour hops have the same $L$ and a squared coupling smaller by $r=e^{-10}$. They add $2r[k_+(2D)-k_-(2D)]$ to $v/a$. The forward term has slope $-(2rk_0/kT)e^{-L/4kT}$ at $D=L$; the backward term is negligible. Dividing by the curvature used above shifts the peak by $-4rLe^{-L/4kT}=-3.0$ μeV, which removes about half of the excess.

**Operation.** The peak field equals a rough breakdown field of 3 MV/cm, so a film might fail before reaching it; a 100 nm film would need 30 V. At $10^{16}$ carriers per cm³ the site filling is $10^{-5}$, so blocking is negligible, but the Joule power is $env_*F_*=5.9\times10^7$ W/cm³. With a rough heat capacity of 1.5 J/cm³K and no heat loss, the film warms by 1 K in about 26 ns, but with a rough thermal conductivity of 0.2 W/mK heat crosses a 100 nm film in about 75 ns, with a steady rise of about 1.5 K across it. Whether short pulses are needed therefore depends on how the substrate removes the flux of 590 W/cm²: a large area on glass cannot carry it steadily, a pad of 10 μm radius on silicon can. The mean time per hop is 8 ps, during which 0.30 eV must be dissipated. Equilibration before each hop therefore requires vibrational relaxation well within that time. At the peak the gap $U$ to the next site has a mean $L-D_*$ close to zero, so $J$ must be compared with the thermal spread of the gap, $\sqrt{2LkT}=0.125$ eV. The ratio is 0.016, so the two sites are rarely in resonance, which is consistent with carriers localized on single sites most of the time. Validity of the golden rule depends also on the frequency of the slow coordinate: the Landau–Zener parameter $\pi^{3/2}J^2/(\hbar\omega\sqrt{LkT})$ is 0.05 for a quantum of 5 meV but 0.25 for 1 meV.

## Table of computed values

```
temperature 300 K, kT = 25.852 meV
spacing = 1.0 nm, coupling J = 2.0 meV
reorganization energy L = 0.300 eV, L/kT = 11.605
activationless rate k0 = 1.2231e+11 1/s
Marcus vs quantum slow mode, largest deviation = 0.32 %
drop per hop at peak = 0.3000055 eV
excess over L = 5.474 microeV
limit 2 L exp(-L/kT) = 5.475 microeV
peak field = 3.00005 MV/cm
peak velocity = 1.2231e+04 cm/s
velocity at drop L/2 = 5.9042e+03 cm/s
velocity at drop 3L/2 = 5.9221e+03 cm/s
low-field mobility = 2.600e-03 cm2/Vs
velocity/field at peak = 4.077e-03 cm2/Vs
relative velocity gain, peak over drop = L: 9.66e-10
drop above peak that costs 1 % of velocity = 17.66 meV
same as field = 0.177 MV/cm
L/kT, peak drop/kT, excess/kT, excess/L, 2(L/kT)exp(-L/kT):
    0.010   0.14154 1.3154e-01 1.3154e+01 1.9801e-02
    0.100   0.45097 3.5097e-01 3.5097e+00 1.8097e-01
    1.000   1.54340 5.4340e-01 5.4340e-01 7.3576e-01
    2.000   2.39936 3.9936e-01 1.9968e-01 5.4134e-01
    4.000   4.13068 1.3068e-01 3.2669e-02 1.4653e-01
    8.000   8.00534 5.3406e-03 6.6757e-04 5.3674e-03
   11.605  11.60473 2.1173e-04 1.8246e-05 2.1178e-04
largest excess = 0.5569 kT, at L/kT = 0.7215, drop/kT = 1.2785
slopes at drop = L, per kT, in k0: backward -9.125e-06, net 9.125e-06
disorder 0.06 eV: peak drop = 0.3010 eV, spread 0.0007 eV (4 chains)
disorder: peak velocity / ordered = 0.730, spread 0.002
quantum mode 0.17 eV with L/2: peak drop = 0.200 eV
quantum mode: peak field = 2.00 MV/cm
quantum mode: velocity at drop L / its peak = 0.943
second-neighbour squared coupling factor = 4.54e-05
second-neighbour hops shift the peak drop by -2.993 microeV
rough breakdown field 3.0 MV/cm, peak/breakdown = 1.00
voltage over a 100 nm film at peak = 30.0 V
carrier density 1e+16 1/cm3, filling = 1.0e-05
Joule power density = 5.879e+07 W/cm3
time to heat by 1 K (rough 1.5 J/cm3K) = 25.5 ns
mean time per hop at peak = 8.18 ps
site mixing J/drop at peak = 0.0067
excess at 350 K = 28.70 microeV
```
